\section*{Elastic dipole and stress splitting of a [110] split interstitial}

\section{The problem}

In a crystal of the diamond structure, one lattice site is occupied by two atoms instead of one. The line joining them is parallel to $[110]$, and their midpoint lies off the site, on the cube axis perpendicular to that line. This is a $[110]$ split interstitial. It is assumed to keep all the symmetry that this description allows.

A small homogeneous strain $\varepsilon_{ij}$ changes the energy of the defect, defined as the energy of the crystal with the defect minus that of the equally strained perfect crystal:
\begin{equation}
E(\varepsilon)=E_0-\sum_{ij}P_{ij}\varepsilon_{ij}+O(\varepsilon^2).
\label{eq:def}
\end{equation}
The symmetric tensor $P$ is the elastic dipole tensor and has the unit of energy. Tensile strain and stress are positive.

\begin{enumerate}
\item Which form of $P$ does symmetry allow, and how many orientations does the defect have?
\item Into which groups does a uniaxial stress $\sigma$ along $[001]$ or along $[111]$ divide them?
\item How large are the splittings at $\sigma=1$ GPa in silicon, and how are the orientations occupied at 300 K?
\end{enumerate}

For the numbers, silicon is described by the Stillinger--Weber potential, a classical interatomic potential without electrons. Its lattice constant is $a_0=5.431$ \AA. Its elastic constants, found from the stress at strains of $\pm10^{-3}$ with the atoms relaxed, are $C_{11}=151.4$, $C_{12}=76.4$ and $C_{44}=56.4$ GPa.

\section{A first estimate by scaling}

Stress times volume is an energy, and the natural volume is that of one atom, $\Omega=a_0^3/8=20.0$ \AA$^3$. Since $1\ \mathrm{eV/\AA^3}=160.2$ GPa,
\begin{equation}
\sigma\Omega=\frac{20.0}{160.2}\ \mathrm{eV}=125\ \mathrm{meV}
\quad\text{at }\sigma=1\ \mathrm{GPa}.
\end{equation}

To estimate the dependence on orientation, suppose that the extra atom lengthens the crystal along the dumbbell axis $\mathbf n$ and in no other direction, adding the volume $\Omega$. A stress $\sigma$ along the unit vector $\mathbf m$ then does work on the projected part of this expansion, and the defect energy changes by
\begin{equation}
E\approx-\sigma\Omega\,(\mathbf n\cdot\mathbf m)^2 .
\label{eq:est}
\end{equation}

For $\mathbf m=[001]$, the dumbbells $[110]$ and $[1\bar10]$ have $(\mathbf n\cdot\mathbf m)^2=0$, and the other four have $1/2$. For $\mathbf m=[111]/\sqrt3$, the dumbbells $[110]$, $[101]$ and $[011]$ have $(2/\sqrt6)^2=2/3$, and the other three have zero. Hence
\begin{align}
E_{\rm four}-E_{\rm two}&\approx-\tfrac12\sigma\Omega=-62\ \mathrm{meV},\\
E_{-}-E_{+}&\approx+\tfrac23\sigma\Omega=+83\ \mathrm{meV},
\end{align}
where $+$ denotes the set $[110],[101],[011]$ and $-$ the set $[1\bar10],[10\bar1],[01\bar1]$.

The estimate treats all directions perpendicular to $\mathbf n$ as equivalent. The crystal does not: $[1\bar10]$ and $[001]$ are both perpendicular to $[110]$, but no symmetry operation relates them. Whether the grouping survives without this assumption must be decided by symmetry.

\section{The solution}

\subsection{Operations that keep the defect}

Put the site at the origin, with its four neighbours along $(1,1,1)$, $(-1,-1,1)$, $(1,-1,-1)$ and $(-1,1,-1)$. The product of the three signs is $+1$ for each neighbour. The site group $T_d$ therefore consists of all permutations of the coordinates combined with an even number of sign changes, which makes $6\times4=24$ operations.

The two atoms of the defect are at
\begin{equation}
(s,s,-h)\quad\text{and}\quad(-s,-s,-h),\qquad h>0 .
\end{equation}
An operation that keeps the pair must keep its midpoint $(0,0,-h)$, so it leaves $z$ unchanged. It may exchange $x$ and $y$, and it must change the signs of both or of neither. Four operations remain:
\begin{equation}
(x,y,z),\quad(-x,-y,z),\quad(y,x,z),\quad(-y,-x,z).
\end{equation}
Each of them maps the pair onto itself. They are the identity, a twofold rotation about $z$ and two mirror reflections, which form the group $C_{2v}$. Two operations of $T_d$ give the same orientation when they differ by one of these four, so the number of orientations is $24/4=6$.

The sense of the midpoint displacement adds no further factor of two. The operation $(x,-y,-z)$ belongs to $T_d$ and reverses the displacement, but it also turns the dumbbell from $[110]$ to $[1\bar10]$. A $[110]$ dumbbell displaced towards $+z$ on the same site is not equivalent to this one by symmetry. In the silicon model used below, no separate stable structure of this kind was found: dumbbells started with the midpoint 0.30 and 0.75 \AA\ above the site relaxed to the one displaced towards $-z$. Sites of the other sublattice carry the inverted defect. Inversion changes the sign of both indices of $P$ and so leaves it unchanged, and the same six tensors serve for both sublattices.

\subsection{The allowed tensor}

If $R$ keeps the defect, the strains $\varepsilon$ and $R\varepsilon R^{T}$ must give the same energy. By (\ref{eq:def}), $\sum P_{ij}\varepsilon_{ij}=\sum P_{ij}(R\varepsilon R^T)_{ij}=\sum(R^TPR)_{ij}\varepsilon_{ij}$ for every symmetric $\varepsilon$, so that $P=R^TPR$.

The rotation $(-x,-y,z)$ reverses the signs of $P_{xz}$ and $P_{yz}$, which must therefore vanish. The reflection $(y,x,z)$ exchanges $P_{xx}$ and $P_{yy}$, which must be equal. The fourth operation is the product of these two and adds no condition. Thus
\begin{equation}
P^{[110]}=\begin{pmatrix}a&d&0\\d&a&0\\0&0&b\end{pmatrix}.
\label{eq:P}
\end{equation}
There are three independent numbers. The vectors $(1,1,0)$, $(1,-1,0)$ and $(0,0,1)$ are eigenvectors with eigenvalues $a+d$, $a-d$ and $b$. A dipole tensor that is axial about the dumbbell would have $a-d=b$, which symmetry does not require. The estimate assumes instead that the expansion is axial. The two conditions are the same only in an elastically isotropic crystal.

The other five tensors follow by rotation. The operation $(x,-y,-z)$ reverses $P_{xy}$ and gives the $[1\bar10]$ tensor, and permutations of the axes give the rest:
\begin{center}
\begin{tabular}{lll}
dumbbell & $(P_{xx},P_{yy},P_{zz})$ & off-diagonal element\\
$[110]$, $[1\bar10]$ & $(a,a,b)$ & $P_{xy}=+d,\,-d$\\
$[101]$, $[10\bar1]$ & $(a,b,a)$ & $P_{xz}=+d,\,-d$\\
$[011]$, $[01\bar1]$ & $(b,a,a)$ & $P_{yz}=+d,\,-d$
\end{tabular}
\end{center}

\subsection{From strain to stress}

Let a crystal of volume $V$, stiffness $C$ and compliance $S=C^{-1}$ contain one defect under a fixed stress $\sigma$. With the double contraction written as a colon, its potential, including that of the load, is
\begin{equation}
G=\tfrac12V\,\varepsilon:C\varepsilon-P:\varepsilon-V\sigma:\varepsilon .
\end{equation}
Setting the derivative with respect to $\varepsilon$ to zero gives $\varepsilon=S(\sigma+P/V)$. Substituting this back,
\begin{equation}
G=-\tfrac12V\,\sigma:S\sigma-\sigma:SP-\frac{1}{2V}P:SP .
\end{equation}
The first term belongs to the perfect crystal, and the last does not depend on stress. The defect energy therefore changes by
\begin{equation}
E=-\Lambda:\sigma,\qquad \Lambda=SP .
\label{eq:Lam}
\end{equation}
At zero stress the defect strains the crystal by $\Lambda/V$, so the trace of $\Lambda$ is the volume change caused by inserting the atom.

In a cubic crystal $\Lambda$ has the same form as $P$, with elements $A,A,B$ on the diagonal and $D$ off it. Hooke's law, $P=C\Lambda$, reads
\begin{align}
a&=C_{11}A+C_{12}(A+B),\\
b&=C_{11}B+2C_{12}A,\\
d&=2C_{44}D .
\end{align}
The difference of the first two lines, and twice the first plus the second, give
\begin{equation}
A-B=\frac{a-b}{C_{11}-C_{12}},\qquad
2A+B=\frac{2a+b}{C_{11}+2C_{12}},\qquad
D=\frac{d}{2C_{44}} .
\label{eq:ABD}
\end{equation}

\subsection{Stress along [001]: two and four}

Here $\sigma_{zz}=\sigma$ is the one nonzero element, and $E=-\sigma\Lambda_{zz}$. The table gives $\Lambda_{zz}=B$ for $[110]$ and $[1\bar10]$, and $\Lambda_{zz}=A$ for the other four. Hence
\begin{equation}
E_{\rm four}-E_{\rm two}=\sigma(B-A)=\frac{\sigma(b-a)}{C_{11}-C_{12}} .
\label{eq:s001}
\end{equation}
The off-diagonal element $d$ plays no part. If $a=b$, the splitting vanishes to first order.

\subsection{Stress along [111]: three and three}

Now $\sigma_{ij}=\sigma m_im_j=\sigma/3$ for all nine elements, so $E$ is $-\sigma/3$ times the sum of all elements of $\Lambda$. The diagonal contributes $2A+B$ for every orientation, and the off-diagonal pair contributes $\pm2D$:
\begin{equation}
E_\pm=-\frac{\sigma}{3}\,(2A+B\pm2D),\qquad
E_--E_+=\frac{4\sigma D}{3}=\frac{2\sigma d}{3C_{44}} .
\label{eq:s111}
\end{equation}
This splitting measures $d$ alone, as the previous one measures $a-b$. In both cases the mean energy of the six orientations shifts by $-\sigma(2A+B)/3$, which depends on the volume change alone.

\subsection{Why the groups outlast first order}

Two orientations have equal energies at any stress if an operation of $T_d$ leaves the stress tensor unchanged and carries one orientation into the other.

For $[001]$ stress these are the operations that send $z$ to $\pm z$. They exchange $[110]$ and $[1\bar10]$. Among the other four, $(-x,-y,z)$ takes $[101]$ to the line $[10\bar1]$, and $(y,x,z)$ takes $[101]$ to $[011]$ and $[10\bar1]$ to $[01\bar1]$, so all four are connected. No operation of this kind connects the two groups.

For $[111]$ stress the operations are the six permutations of the coordinates. They connect the three dumbbells of the $+$ set among themselves, and likewise those of the $-$ set, but they cannot change the relative sign of two components. The equalities within the groups therefore hold beyond the linear term, as long as each orientation survives as a distinct configuration. The sizes of the splittings in (\ref{eq:s001}) and (\ref{eq:s111}) are first-order results.

\subsection{A contrasting case: stress along [110]}

With $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\sigma/2$, the energy is $E=-\frac{\sigma}{2}(\Lambda_{xx}+\Lambda_{yy}+2\Lambda_{xy})$, and
\begin{equation}
E_{[110]}=-\sigma(A+D),\quad
E_{[1\bar10]}=-\sigma(A-D),\quad
E_{\rm others}=-\tfrac{\sigma}{2}(A+B).
\label{eq:s110}
\end{equation}
The groups now contain one, one and four orientations. This direction involves all three numbers of the tensor.

\subsection{Numbers for the silicon model}

The defect was placed in periodic cubic cells at the lattice constant of the perfect crystal, and the energy was minimized over the atomic positions in $C_{2v}$ symmetry. The relaxed dumbbell is 2.47 \AA\ long, and its midpoint lies 0.73 \AA\ from the site. The derivative of the energy with respect to strain gives $P$, in eV:
\begin{center}
\begin{tabular}{rrrr}
sites & $a$ & $b$ & $d$\\
216 & 23.20 & 16.90 & 5.15\\
512 & 23.06 & 16.71 & 5.14\\
1000 & 23.02 & 16.64 & 5.14
\end{tabular}
\end{center}

Is this configuration a minimum of the potential, or is it merely held in place by the imposed symmetry? In the 216-site cell the matrix of second derivatives has no negative eigenvalue. When all coordinates were displaced at random, with a standard deviation of 0.03 \AA, and then relaxed without any symmetry condition, the energy returned to its former value within $10^{-5}$ eV. The tensor again had $P_{xx}=P_{yy}$ and $P_{xz}=P_{yz}=0$ to the three decimals computed. In this model the defect is a local minimum of symmetry $C_{2v}$. It is not the lowest one: in the same cell, another arrangement of the same number of atoms has an energy 0.76 eV lower.

With the values of the largest cell, (\ref{eq:ABD}) gives $A=15.5$, $B=1.9$ and $D=7.3$ \AA$^3$, and a volume change $2A+B=33.0$ \AA$^3$. To first order, the splittings at 1 GPa are
\begin{align}
E_{\rm four}-E_{\rm two}&=\frac{1\times(16.64-23.02)}{151.4-76.4}\ \mathrm{eV}=-85\ \mathrm{meV},\\
E_--E_+&=\frac{2\times1\times5.14}{3\times56.4}\ \mathrm{eV}=+61\ \mathrm{meV}.
\end{align}
Going from 512 to 1000 sites changes these by $-0.4$ and $-0.02$ meV. Tension along $[001]$ favours the four dumbbells inclined to the stress, because they expand the crystal along $z$ by $A$ rather than by the much smaller $B$. Compression reverses the order.

If the defects reach equilibrium among the six orientations without changing into another structure, and if all orientations have the same vibrational entropy, the Boltzmann factors with $k_BT=25.85$ meV give the shares
\begin{align}
f_{\rm two}&=\frac{2}{2+4e^{85.05/25.85}}=0.018,\\
f_+&=\frac{3}{3+3e^{-60.72/25.85}}=0.91,
\end{align}
compared with $1/3$ and $1/2$ without stress. These shares use the first-order splittings. With the fully relaxed splittings of the 1000-site cell given below they would be 0.012 and 0.97, if each orientation counted as a single state. The tilted forms described below make this an approximation.

The linear formulas can be set against a direct relaxation of all six orientations in the 216-site cell, at the strain that linear elasticity assigns to the stress:
\begin{center}
\begin{tabular}{lrr}
splitting (meV), 216 sites & relaxed, $C_{2v}$ kept & linear\\
$[001]$, 0.1 GPa & $-8.40$ & $-8.40$\\
$[111]$, 0.1 GPa & $6.08$ & $6.08$\\
$[001]$, 1 GPa & $-81.3$ & $-84.0$\\
$[111]$, 1 GPa & $61.9$ & $60.8$
\end{tabular}
\end{center}
The values at 0.1 GPa are half the difference between tension and compression, which removes the quadratic term. At 1 GPa the splittings in the table differ from the linear ones by only 3\% and 2\% of the latter. In these relaxations, however, the atomic displacements beyond the homogeneous strain were held to the $C_{2v}$ symmetry of the unstressed defect, which leaves out part of the response to stress. That part is not small. When the atoms in the same cell relax without any symmetry condition, the splittings at 1 GPa are $-94$ meV for $[001]$ and $+84$ meV for $[111]$, which differ from the linear values by 12\% and 38\%. In a 1000-site cell, strained so that the perfect crystal carries exactly 1 GPa, they are $-96$ and $+87$ meV, and in a 1728-site cell $-97$ and $+87$ meV. For $[111]$ the deviation is not a simple second-order term, which would grow fourfold when the stress is doubled: in the 216-site cell the excess over the linear value is 11 meV at 0.5 GPa and 23 meV at 1 GPa. The reason is a nearby structure of lower symmetry, in which the dumbbell is tilted so that one atom lies about 0.07 \AA\ higher than the other. In the 216-site cell the $+$ dumbbells relaxed into it under $[111]$ tension of 0.25, 0.5 and 1 GPa, but not at 0.1 GPa. At 0.1 GPa the untilted form survives as a minimum, although the tilted one already lies 1.5 meV lower. Under $[001]$ tension of 0.5 and 1 GPa both forms of the four inclined dumbbells are minima, the tilted one lower by about 1 meV, and which one a relaxation reaches depends on its start. The untilted form gives $-93$ meV at 1 GPa, so for $[001]$ the tilt accounts for only about 1 of the 10 meV of deviation. When the stress is removed, the tilted structure remains as a separate minimum, 0.4 meV above the untilted one in this cell, but 1.3 meV below it in the 512-site cell and 2.0 meV below it in the 1000-site cell. It has the additional elements $P_{xz}=P_{yz}=\pm1.4$ eV ($\pm1.5$ eV in the larger cells), which lower its energy in proportion to the $[111]$ stress for one sense of the tilt and raise it for the other. Its $a$ and $d$ are also larger, by about 0.7 and 0.4 to 0.5 eV. Since these energy differences at zero stress are far below $k_BT$ at 300 K, they single out neither form at room temperature. The formulas give the slopes at zero stress for the untilted dumbbell. At 1 GPa they are only a rough guide, above all for $[111]$.

\section{Comparison of the estimate and the solution}

\begin{center}
\begin{tabular}{lrr}
at 1 GPa (meV) & estimate & first-order solution\\
$E_{\rm four}-E_{\rm two}$, $[001]$ & $-62$ & $-85$\\
$E_--E_+$, $[111]$ & $+83$ & $+61$\\
mean shift of the six & $-42$ & $-69$
\end{tabular}
\end{center}

The estimate finds the groups, the signs and the order of magnitude. Relative to the first-order solution, it is 27\% too small for $[001]$ and 37\% too large for $[111]$, so it puts the two splittings in the wrong order. The fully relaxed $[111]$ splitting at 1 GPa happens to lie close to the estimate, and in the 216-site cell it does so from 0.25 to 1 GPa. This agreement is accidental: the excess over the first-order value comes mainly from the tilt of the dumbbell, which the estimate does not contain. The mean shift is too small because the inserted atom expands this crystal by 33.0 \AA$^3$, or $1.65\,\Omega$, instead of $\Omega$.

The wrong order can be traced to one assumption. An expansion along $\mathbf n$, even with an isotropic part added, has $A-B=D$. From (\ref{eq:ABD}), the true ratio is
\begin{equation}
\frac{A-B}{D}=\frac{a-b}{d}\cdot\frac{2C_{44}}{C_{11}-C_{12}}
=1.24\times1.50\approx1.9 .
\end{equation}
The second factor is the elastic anisotropy of the crystal, which would be 1 in an isotropic medium. The first says that the dipole itself is not axial: its principal values are 28.2 eV along the dumbbell, 17.9 eV along $[1\bar10]$ and 16.6 eV along $[001]$. Of the two causes, the anisotropy of the host is the larger.

Stress along $[110]$ shows where the estimate fails outright. For $[110]$, $[1\bar10]$ and the other four, (\ref{eq:est}) gives $-125$, $0$ and $-31$ meV, whereas (\ref{eq:s110}) gives $-143$, $-51$ and $-54$ meV. The last two levels are separated by $\sigma[D-(A-B)/2]$, in which 7.30 and 6.81 \AA$^3$ nearly cancel. The remaining 3.0 meV is smaller than the nonlinear corrections found above for full relaxation at 1 GPa, so the linear model alone does not settle the order of these two levels. Full relaxation in a 512-site cell at 1 GPa gives $-155$, $-55$ and $-75$ meV, with shifts of about 1 meV depending on whether the strain is taken from linear elasticity or from the exact stress: the order is that of the linear model, but the gap is about 20 meV.

\section{The model and real silicon}

A stress of 1 GPa is a rough value for strained silicon devices. The model crystal is too soft in shear: in real silicon $C_{11}-C_{12}$ is roughly 100 GPa and $C_{44}$ roughly 80 GPa. With $P$ held fixed, these values would reduce the first-order splittings at 1 GPa to about $-64$ and $+43$ meV. The potential also leaves out charge states and electronic degeneracy, which can change $P$ or the stable structure, and this calculation does not tell by how much. The stress in a device is in general not uniaxial along a cube axis. To first order, the energies for any homogeneous stress follow from (\ref{eq:Lam}) with the full stress tensor.

The count of six depends on the symmetry. If a distortion left the reflection $(y,x,z)$ as the one remaining operation besides the identity, there would be $24/2=12$ orientations on each site, and a fourth number, $P_{xz}=P_{yz}$, would be allowed. The tilted dumbbell found above is of this kind. Under $[111]$ stress the corresponding element $D'=\Lambda_{xz}=\Lambda_{yz}$ would add $\pm4D'$ to the sum over $\Lambda$ for the $+$ dumbbells and split their six orientations into three and three. For the $-$ dumbbells the two elements have opposite signs and cancel in the sum, and the permutations of the coordinates connect all six orientations, which keep equal energies. An observed pattern of two and four together with three and three is thus consistent with the tensor (\ref{eq:P}), while additional levels would point to a lower symmetry or to more than one kind of defect.
